# Imaginary Triplet Excitations in Stretched H2 and the Tamm-Dancoff Approximation: a program that tests the result

```python
"""Triplet instability of spin-restricted H2 and the Tamm-Dancoff approximation.

Result under test: triplet response roots obey (A-B)(A+B) x = w^2 x.
A-B = W is positive (a local one-electron Hamiltonian minus its ground level),
A+B is the energy curvature for opposite rotations of the two spin orbitals.
When A+B gets a negative eigenvalue (Coulson-Fischer point) w is imaginary;
the Tamm-Dancoff roots, eigenvalues of symmetric A, stay real but may be < 0.
Symbols: R bond length (angstrom), K exchange matrix (1a|1b), c fraction of
exact exchange, u = sin^2 of the rotation angle. Internally atomic units.
"""
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo
from pyscf.tdscf.uhf import get_ab

EV = physical_constants["Hartree energy in eV"][0]
FS = physical_constants["atomic unit of time"][0] * 1e15
XC = {"PBE0": "pbe0", "PBE": "pbe,pbe"}
EXACT_EXCHANGE = {"HF": 1.0, "PBE0": 0.25, "PBE": 0.0}


@lru_cache(maxsize=None)
def response(method, R, basis="cc-pvdz"):
    """Restricted ground state and its triplet response matrices."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], basis=basis,
                unit="Angstrom", verbose=0)
    if method == "HF":
        ref, uref = scf.RHF(mol), scf.UHF(mol)
    else:
        ref, uref = dft.RKS(mol), dft.UKS(mol)
        ref.xc = uref.xc = XC[method]
        ref.grids.atom_grid = (40, 110)
        ref.grids.build()
        uref.grids = ref.grids
    ref.conv_tol, ref.max_cycle = 1e-11, 100
    ref.kernel()
    assert ref.converged
    uref.mo_coeff = np.array([ref.mo_coeff] * 2)
    uref.mo_energy = np.array([ref.mo_energy] * 2)
    uref.mo_occ = np.array([ref.mo_occ / 2] * 2)
    a, b = get_ab(uref)
    nvir = mol.nao - 1
    A = (a[0] - a[1]).reshape(nvir, nvir)
    B = (b[0] - b[1]).reshape(nvir, nvir)
    curvature, vectors = np.linalg.eigh(A + B)
    w2, modes = np.linalg.eig((A - B) @ (A + B))
    assert np.max(np.abs(np.imag(w2))) < 1e-8
    order = np.argsort(w2.real)
    return SimpleNamespace(
        mol=mol, ref=ref, uref=uref, A=A, B=B, curv=curvature[0],
        vec=vectors[:, 0], w2=w2.real[order],
        mode=np.real(modes[:, order[0]]), n_neg=int(np.sum(curvature < 0)),
        W=np.linalg.eigvalsh(A - B)[0], tda=np.linalg.eigvalsh(A)[0])


def rotated_density(s, theta):
    """Alpha orbital rotated by +theta, beta by -theta, along s.vec."""
    C = s.ref.mo_coeff
    virtual = C[:, 1:] @ s.vec
    orbs = [np.cos(theta) * C[:, 0] + sign * np.sin(theta) * virtual
            for sign in (1, -1)]
    return np.array([np.outer(o, o) for o in orbs])


def rotated_energy(s, theta):
    dm = rotated_density(s, theta)
    veff = s.uref.get_veff(s.mol, dm)
    return s.uref.energy_tot(dm, s.uref.get_hcore(), veff)


def integrals(s):
    C = s.ref.mo_coeff
    n = C.shape[1]
    h = C.T @ s.ref.get_hcore() @ C
    return h, ao2mo.restore(1, ao2mo.kernel(s.mol, C), n)


def two_electron_hamiltonian(s):
    h, eri = integrals(s)
    n = len(h)
    one = np.eye(n)
    H = (np.einsum("pr,qs->pqrs", h, one) + np.einsum("pr,qs->pqrs", one, h)
         + eri.transpose(0, 2, 1, 3))
    return H.reshape(n * n, n * n), n


def full_ci(s):
    """Lowest singlet and triplet electronic energies in the basis."""
    H, n = two_electron_hamiltonian(s)
    unit = np.eye(n * n)
    swap = unit.reshape(n, n, n * n).transpose(1, 0, 2).reshape(n * n, n * n)
    singlet = np.linalg.eigvalsh(H + 100 * (unit - swap) / 2)[0]
    triplet = np.linalg.eigvalsh(H + 100 * (unit + swap) / 2)[0]
    return singlet, triplet, H[0, 0]


def propagate(s, t_end):
    """Nonlinear time-dependent HF after a tiny opposite-spin displacement.
    The self-Coulomb and self-exchange terms cancel for one electron per spin."""
    h, eri = integrals(s)
    n = len(h)
    eri2 = eri.reshape(n * n, n * n)
    x0 = s.mode / np.linalg.norm(s.mode)
    amp = 1e-4

    def field(c):
        return h + (eri2 @ np.outer(c.conj(), c).real.ravel()).reshape(n, n)

    def rhs(t, y):
        up, down = y[:n], y[n:]
        return -1j * np.concatenate([field(down) @ up, field(up) @ down])

    start = np.concatenate([[np.cos(amp)], np.sin(amp) * x0,
                            [np.cos(amp)], -np.sin(amp) * x0]).astype(complex)
    times = np.linspace(0, t_end, 31)
    sol = solve_ivp(rhs, (0, t_end), start, t_eval=times, method="DOP853",
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    signal = x0 @ np.real(sol.y[1:n] * sol.y[0].conj())
    return times, signal / signal[0]


def show(w2):
    return f"{np.sqrt(abs(w2)) * EV:7.3f}" + ("i" if w2 < 0 else " ")


# Curvature from energies of rotated orbitals; W from a local Hamiltonian.
for method in ("HF", "PBE0", "PBE"):
    for R in (1.0, 2.0):
        s = response(method, R)
        e0 = rotated_energy(s, 0.0)
        slopes = [(rotated_energy(s, np.arcsin(np.sqrt(u))) - e0) / (2 * u)
                  for u in (4e-4, 8e-4)]
        # tolerance: remaining higher orders in u, largest in density tails
        assert abs(2 * slopes[0] - slopes[1] - s.curv) < 3e-5
        vj, vk = s.ref.get_jk(s.mol, s.ref.make_rdm1())
        local = s.ref.get_fock() + EXACT_EXCHANGE[method] / 2 * (vk - vj)
        levels = eigh(local, s.ref.get_ovlp(), eigvals_only=True)
        assert abs(levels[0] - s.ref.mo_energy[0]) < 1e-5
        assert abs(levels[1] - levels[0] - s.W) < 1e-5

# Tamm-Dancoff matrix and B from the explicit two-electron Hamiltonian.
for R in (1.0, 2.0):
    s = response("HF", R)
    H, n = two_electron_hamiltonian(s)
    T = np.zeros((n * n, n - 1))
    for a in range(1, n):
        T[a, a - 1], T[a * n, a - 1] = np.sqrt(0.5), -np.sqrt(0.5)
    assert np.allclose(T.T @ H @ T - H[0, 0] * np.eye(n - 1), s.A, atol=1e-5)
    doubles = H[0].reshape(n, n)[1:, 1:]
    assert np.allclose(doubles, -s.B, atol=1e-6)

print("H2, cc-pVDZ, spin-restricted reference; i marks imaginary roots")
print("Method, exchange fraction, Coulson-Fischer R, R where TDA = 0 (angstrom)")
onset, tda_zero = {}, {}
for method in ("HF", "PBE0", "PBE"):
    rc = brentq(lambda R: response(method, R).curv, 0.9, 2.4, xtol=1e-5)
    rz = brentq(lambda R: response(method, R).tda, rc, 3.2, xtol=1e-4)
    onset[method], tda_zero[method] = rc, rz
    s = response(method, rc)
    assert s.W > 0 and s.tda >= s.W / 2 - 1e-5 and rz > rc
    print(f"  {method:5s} {EXACT_EXCHANGE[method]:4.2f}  {rc:6.3f}  {rz:6.3f}")
    print(f"    at onset: lowest W {s.W * EV:.3f} eV, TDA {s.tda * EV:.3f} eV")
assert onset["HF"] < onset["PBE0"] < onset["PBE"]

print("HF: R (angstrom); lowest W, lowest A+B, TDHF root, TDA root,")
print("    full-CI triplet-singlet gap, RHF minus full-CI singlet (all eV)")
for R in (0.74, 1.0, 1.2, 1.4, 1.6, 2.0, 2.5):
    s = response("HF", R)
    singlet, triplet, e_rhf = full_ci(s)
    assert triplet > singlet and s.W > 0
    assert np.sum(s.w2 < 0) == s.n_neg
    assert s.tda >= triplet - e_rhf - 1e-6
    if s.w2[0] > 0:
        assert s.tda >= np.sqrt(s.w2[0])
    print(f"  {R:4.2f} {s.W * EV:7.3f} {s.curv * EV:7.3f} {show(s.w2[0])}"
          f" {s.tda * EV:7.3f} {(triplet - singlet) * EV:7.3f}"
          f" {(e_rhf - singlet) * EV:7.3f}")

print("Kohn-Sham: R (angstrom); lowest W, lowest A+B, full root, TDA root (eV)")
for method in ("PBE0", "PBE"):
    for R in (0.74, 1.4, 2.0, 2.5):
        s = response(method, R)
        assert s.W > 0 and np.sum(s.w2 < 0) == s.n_neg
        if s.w2[0] > 0:
            assert s.tda >= np.sqrt(s.w2[0])
        if method == "PBE":
            gaps = s.ref.mo_energy[1:] - s.ref.mo_energy[0]
            assert np.allclose(s.A - s.B, np.diag(gaps), atol=1e-6)
        print(f"  {method:5s}{R:4.2f} {s.W * EV:7.3f} {s.curv * EV:7.3f}"
              f" {show(s.w2[0])} {s.tda * EV:7.3f}")

step = 0.005
below = response("HF", onset["HF"] - step)
above = response("HF", onset["HF"] + step)
assert abs(below.w2[0] / above.w2[0] + 1) < 0.1
print(f"HF at {step} angstrom before / after onset:")
print(f"  TDHF {show(below.w2[0])} / {show(above.w2[0])} eV,"
      f" TDA {below.tda * EV:.3f} / {above.tda * EV:.3f} eV")

# Real-time motion: oscillation before the onset, growth beyond it.
s = response("HF", 1.0)
w = np.sqrt(s.w2[0])
times, signal = propagate(s, 2 * np.pi / w)
assert np.max(np.abs(signal - np.cos(w * times))) < 1e-4
print(f"Real-time HF, R = 1.0 angstrom: oscillates, period {times[-1] * FS:.4f} fs")
s = response("HF", 2.0)
g = np.sqrt(-s.w2[0])
times, signal = propagate(s, 3 / g)
assert np.max(np.abs(signal / np.cosh(g * times) - 1)) < 1e-3
print(f"Real-time HF, R = 2.0 angstrom: growth time 1/gamma {FS / g:.4f} fs")
print(f"  displacement after 3 growth times: x {signal[-1]:.4f};"
      f" cosh(3) = {np.cosh(3):.4f}")

# A spin-broken reference beyond the onset has real spin-conserving roots.
broken = scf.UHF(s.mol)
broken.conv_tol, broken.max_cycle = 1e-11, 100
broken.kernel(dm0=rotated_density(s, np.pi / 4))
assert broken.converged and broken.e_tot < s.ref.e_tot - 1e-3
a, b = get_ab(broken)
nv = s.mol.nao - 1
blocks = []
for m in (a, b):
    aa, ab, bb = [x.reshape(nv, nv) for x in m]
    blocks.append(np.block([[aa, ab], [ab.T, bb]]))
AU, BU = blocks
assert np.linalg.eigvalsh(AU + BU)[0] > 0
roots = np.linalg.eigvals((AU - BU) @ (AU + BU))
assert np.max(np.abs(np.imag(roots))) < 1e-7 and np.min(roots.real) > 0
print(f"UHF, R = 2.0 angstrom: {(s.ref.e_tot - broken.e_tot) * EV:.3f} eV"
      f" below RHF, <S^2> = {broken.spin_square()[0]:.3f}")
print(f"  lowest spin-conserving root {np.sqrt(np.min(roots.real)) * EV:.3f} eV")

# Two-orbital model: full energy curve for every rotation angle.
s = response("HF", 2.0, "sto-3g")
h, eri = integrals(s)
J11, J22, J12, K12 = (eri[0, 0, 0, 0], eri[1, 1, 1, 1],
                      eri[0, 0, 1, 1], eri[0, 1, 0, 1])
gap = s.ref.mo_energy[1] - s.ref.mo_energy[0]
plus, minus = gap - J12 - K12, gap - J12 + K12
Q = J11 + J22 - 2 * J12 + 4 * K12
e0 = rotated_energy(s, 0.0)
for theta in np.linspace(0.1, 1.5, 8):
    u = np.sin(theta) ** 2
    assert abs(rotated_energy(s, theta) - e0 - 2 * u * plus - u * u * Q) < 1e-7
triplet_mol = s.mol.copy()
triplet_mol.spin = 2
triplet_mol.build(False, False)
triplet_scf = scf.ROHF(triplet_mol)
triplet_scf.kernel()
assert abs(triplet_scf.e_tot - s.ref.e_tot - (gap - J12)) < 1e-6
assert abs(s.w2[0] - plus * minus) < 1e-6
u_min = -plus / Q
assert 0 < u_min < 1
print("Two orbitals, STO-3G, R = 2.0 angstrom (eV):")
print(f"  orbital gap {gap * EV:.3f}, J12 {J12 * EV:.3f}, K12 {K12 * EV:.3f},"
      f" Q {Q * EV:.3f}")
print(f"  A-B {minus * EV:.3f}, A+B {plus * EV:.3f}, TDA {(gap - J12) * EV:.3f},"
      f" TDHF {show(plus * minus)}")
print(f"  minimum at u = {u_min:.4f} (no unit),"
      f" energy lowering {plus ** 2 / Q * EV:.3f} eV")
print("tests ok")
```

Printed output:

```
H2, cc-pVDZ, spin-restricted reference; i marks imaginary roots
Method, exchange fraction, Coulson-Fischer R, R where TDA = 0 (angstrom)
  HF    1.00   1.210   1.695
    at onset: lowest W 7.362 eV, TDA 3.885 eV
  PBE0  0.25   1.497   2.019
    at onset: lowest W 5.002 eV, TDA 2.567 eV
  PBE   0.00   1.618   2.170
    at onset: lowest W 4.157 eV, TDA 2.120 eV
HF: R (angstrom); lowest W, lowest A+B, TDHF root, TDA root,
    full-CI triplet-singlet gap, RHF minus full-CI singlet (all eV)
  0.74  12.330   7.331   9.645   10.096  10.691   0.944
  1.00   9.353   2.839   5.240    6.342   7.164   1.086
  1.20   7.451   0.124   0.978    3.994   5.005   1.245
  1.40   5.896  -2.023   3.505i   2.106   3.355   1.471
  1.60   4.654  -3.731   4.225i   0.602   2.157   1.779
  2.00   2.896  -6.236   4.302i  -1.562   0.792   2.604
  2.50   1.601  -8.327   3.694i  -3.269   0.193   3.750
Kohn-Sham: R (angstrom); lowest W, lowest A+B, full root, TDA root (eV)
  PBE0 0.74  12.048   8.499  10.196   10.413
  PBE0 1.40   5.654   0.716   2.024    3.259
  PBE0 2.00   2.623  -2.574   2.610i   0.067
  PBE0 2.50   1.365  -3.987   2.343i  -1.274
  PBE  0.74  11.827   8.591  10.145   10.326
  PBE  1.40   5.517   1.346   2.739    3.487
  PBE  2.00   2.500  -1.571   1.988i   0.494
  PBE  2.50   1.273  -2.700   1.859i  -0.689
HF at 0.005 angstrom before / after onset:
  TDHF   0.675  /   0.670i eV, TDA 3.937 / 3.833 eV
Real-time HF, R = 1.0 angstrom: oscillates, period 0.7893 fs
Real-time HF, R = 2.0 angstrom: growth time 1/gamma 0.1530 fs
  displacement after 3 growth times: x 10.0676; cosh(3) = 10.0677
UHF, R = 2.0 angstrom: 2.201 eV below RHF, <S^2> = 0.904
  lowest spin-conserving root 8.728 eV
Two orbitals, STO-3G, R = 2.0 angstrom (eV):
  orbital gap 10.298, J12 14.128, K12 7.052, Q 28.362
  A-B 3.222, A+B -10.881, TDA -3.830, TDHF   5.921i
  minimum at u = 0.3837 (no unit), energy lowering 4.175 eV
tests ok
```
